# Second-Order Self-Energy and Electron Number in the Hubbard Dimer: test program

```python
# Hubbard dimer, two electrons, T=0, spin-restricted; energies in eV, tau in 1/eV.
# H = sum eps_i n_i - t(hop) + sum U_i n_iup n_idn ; G(z) = [z - h - Sigma(z)]^-1 per spin
# Second order: Sigma_ij[G](tau) = -U_i U_j G_ij(tau)^2 G_ji(-tau).
# Result under test, for mu in the gap:
#  N = 2(n_pos + I), n_pos = number of positive eigenvalues of mu-h-Sigma(mu),
#  I = int dw/2pi Tr[G dSigma/dz], z = mu+iw.  I = 0 whenever G is paired with Sigma[G];
#  one-shot G (Sigma[G0], G0 = Hartree-Fock) has I != 0 with leading term
#  dN4 = V^2(Y^2-X^2)/(3 D^4) = (n1 n2)^3 (n1-n2)(U1-U2)(U1+U2)^3/(3 D^4),
#  n_i HF occupations per spin, D HF gap, a/b occupied/empty HF orbitals,
#  V = sum U a^2 b^2, X = sum U a b^3, Y = sum U a^3 b.
import numpy as np
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.constants import physical_constants
HARTREE = physical_constants['Hartree energy in eV'][0]
I2 = np.eye(2)

def static_h(eps, t, U, n):
    return np.array([[eps[0]+U[0]*n[0], -t], [-t, eps[1]+U[1]*n[1]]])

def hartree_fock(eps, t, U):
    res = lambda n1: n1 - np.linalg.eigh(static_h(eps, t, U, (n1, 1-n1)))[1][0, 0]**2
    n1 = brentq(res, 0, 1, xtol=1e-15, rtol=1e-14)
    h = static_h(eps, t, U, (n1, 1-n1))
    E, W = np.linalg.eigh(h)
    return n1, h, E, W.T

def sigma_poles(E, v, mu, U):
    Es, us = [], []
    for same, other in ((E > mu, E < mu), (E < mu, E > mu)):
        e1, v1, e2, v2 = E[same], v[same], E[other], v[other]
        i, j = np.triu_indices(len(e1))
        pair = np.where(i == j, 1.0, np.sqrt(2.0))[:, None]*v1[i]*v1[j]*U
        Es.append(((e1[i]+e1[j])[:, None]-e2[None, :]).ravel())
        us.append((pair[:, None, :]*v2[None, :, :]).reshape(-1, 2))
    return np.concatenate(Es), np.concatenate(us)

def dyson_poles(h, Es, us):
    M = np.diag(np.concatenate([[0.0, 0.0], Es]))
    M[:2, :2] = h; M[2:, :2] = us; M[:2, 2:] = us.T
    E, W = np.linalg.eigh(M)
    return E, W[:2].T

def number_from_poles(E, v, mu):
    return 2*np.sum(v[E < mu]**2)

def lehmann(z, E, v, p=1):
    return np.einsum('zk,ki,kj->zij', 1/(z[:, None]-E[None, :])**p, v, v)

def one_shot(eps, t, U, lam=1.0):
    n1, h, E0, v0 = hartree_fock(eps, t, U)
    mid = E0.mean()
    Es, us = sigma_poles(E0, v0, mid, U)
    E, v = dyson_poles(h, Es, lam*us)
    return E, v, number_from_poles(E, v, mid)

def exact(eps, t, U):
    r = -np.sqrt(2)*t
    e2, w = np.linalg.eigh(np.array([[2*eps[0]+U[0], r, 0], [r, eps[0]+eps[1], r],
                                     [0, r, 2*eps[1]+U[1]]]))
    e1 = np.linalg.eigvalsh(static_h(eps, t, U, (0, 0)))[0]
    e3 = np.linalg.eigvalsh(np.array([[2*eps[0]+eps[1]+U[0], t],
                                      [t, eps[0]+2*eps[1]+U[1]]]))[0]
    return e2[0]-e1, e3-e2[0], w[0, 0]**2+0.5*w[1, 0]**2

# Gauss-Legendre quadrature on 0 < w < infinity
u, wu = np.polynomial.legendre.leggauss(240)
wq, dq = 2*(1+u)/(1-u), wu*4/(1-u)**2
occupations = lambda G: 0.5+np.einsum('z,zii->i', dq, G.real)/np.pi
luttinger = lambda G, dS: np.einsum('z,zij,zji->', dq, G, dS).real/np.pi

# fixed real-pole basis (energies measured from mu) and fits in tau and in iw
x = np.logspace(-1, np.log10(300), 120); nx = len(x); xs = np.concatenate([x, -x])
tau = np.concatenate([[0], np.logspace(-5, np.log10(400), 500)])
wf = np.concatenate([[0], np.logspace(-4, 5, 500)])
Kt = np.exp(-np.outer(tau, x)); Kw = 1/(1j*wf[:, None]-xs); Kq = 1/(1j*wq[:, None]-xs)
def make_fit(K):
    A, s, B = np.linalg.svd(K, full_matrices=False)
    k = s > 1e-13*s[0]
    A, s, B = A[:, k], s[k], B[k]
    return lambda y: (B.T @ ((A.T @ y.reshape(len(y), 4))/s[:, None])).reshape(-1, 2, 2)
fit_tau = make_fit(Kt)
rw = (1+wf)
fit_stack = make_fit(np.vstack([Kw.real*rw[:, None], Kw.imag*rw[:, None]]))
fit_w = lambda G: fit_stack(np.concatenate([G.real, G.imag])*np.tile(rw, 2)[:, None, None])
to_tau = lambda C: (np.tensordot(Kt, C[:nx], 1), np.tensordot(Kt, C[nx:], 1))
def gap_edges(C, mu):
    out = []
    for sgn, part in ((-1, C[nx:]), (1, C[:nx])):
        f = [np.exp(-T*x) @ np.einsum('kii->k', part) for T in (8.0, 10.0)]
        out.append(mu+sgn*np.log(f[0]/f[1])/2)
    return out

def iterate(eps, t, U, mu, mode, update_static):
    n1, h, E0, v0 = hartree_fock(eps, t, U)
    Gw = lehmann(mu+1j*wf, E0, v0); C = fit_w(Gw); p0, m0 = to_tau(C)
    UU = np.outer(U, U); hist = []
    dyson = lambda w, K, S, h: np.linalg.inv((mu+1j*w)[:, None, None]*I2-h-np.tensordot(K, S, 1))
    for it in range(1500):
        p, m = to_tau(C)
        if mode == 'full': Sp, Sm = p*p*m, m*m*p
        if mode == 'ph':   Sp, Sm = p*p0*m0, m*m0*p0
        if mode == 'pp':   Sp, Sm = p0*p0*m, m0*m0*p
        S = np.concatenate([fit_tau(UU*Sp), fit_tau(UU*Sm)])
        if update_static: h = static_h(eps, t, U, np.diag(m[0]))
        Gn = dyson(wf, Kw, S, h)
        if it < 3: hist.append(2*occupations(dyson(wq, Kq, S, h)).sum())
        err = np.abs(Gn-np.tensordot(Kw, C, 1)).max()
        mix = 1.0 if (it < 3 and not update_static) else 0.4
        C = (1-mix)*C+mix*fit_w(Gn)
        if err < 1e-9: break
    assert err < 1e-9
    Gq = dyson(wq, Kq, S, h)
    ev = np.linalg.eigvalsh(mu*I2-h-np.tensordot(Kw[0].real, S, 1))
    n = occupations(Gq)
    return dict(hist=hist, N=2*n.sum(), n=n, I=luttinger(Gq, -np.tensordot(Kq**2, S, 1)),
                ev=ev, edges=gap_edges(C, mu), its=it+1)

eps, t, U, mu, mu2 = np.array([-3.0, 0.0]), 1.0, np.array([4.0, 1.0]), 0.0, 0.3
print(f"eps1, eps2 = {eps[0]}, {eps[1]} eV; t = {t} eV; U1, U2 = {U[0]}, {U[1]} eV")
print(f"mu = {mu} eV; second mu = {mu2} eV")
n1, h, E0, v0 = hartree_fock(eps, t, U); n2 = 1-n1; D = E0[1]-E0[0]
c, s = np.sqrt(n1), np.sqrt(n2); a, b = np.array([c, s]), np.array([-s, c])
assert np.allclose(h @ a, E0[0]*a, atol=1e-10) and np.allclose(h @ b, E0[1]*b, atol=1e-10)
V, X, Y = np.sum(U*a*a*b*b), np.sum(U*a*b**3), np.sum(U*a**3*b)
print(f"HF n1, n2 (per spin) = {n1:.5f}, {n2:.5f}")
print(f"HF h11, h22 = {h[0,0]:.5f}, {h[1,1]:.5f} eV")
print(f"HF eps_a, eps_b = {E0[0]:.5f}, {E0[1]:.5f} eV")
print(f"HF gap D = {D:.5f} eV = {D/HARTREE:.5f} hartree")
print(f"V, X, Y = {V:.5f}, {X:.5f}, {Y:.5f} eV")

# self-energy formula against exact diagonalization at weak coupling
err_hf, err_os = [], []
for lam in (0.02, 0.01):
    ip = exact(eps, t, lam*U)[0]
    err_hf.append(hartree_fock(eps, t, lam*U)[2][0]-ip)
    err_os.append(one_shot(eps, t, lam*U)[0][1]-ip)
r_hf, r_os = err_hf[0]/err_hf[1], err_os[0]/err_os[1]
assert 3.5 < r_hf < 4.5 and r_os > 6.5
print(f"removal-energy error ratio, U scaled 0.02 vs 0.01: HF {r_hf:.3f}, one-shot {r_os:.3f}")

# one-shot G
Es, us = sigma_poles(E0, v0, mu, U); E1, v1 = dyson_poles(h, Es, us)
N1 = number_from_poles(E1, v1, mu)
print(f"Sigma poles P, H = {Es[0]:.5f}, {Es[1]:.5f} eV")
print("one-shot poles (eV) =", " ".join(f"{e:.5f}" for e in E1))
print("one-shot weights per spin =", " ".join(f"{w:.5f}" for w in (v1**2).sum(1)))
print(f"one-shot gap = {E1[2]-E1[1]:.4f} eV = {(E1[2]-E1[1])/HARTREE:.5f} hartree")
print(f"one-shot N from poles = {N1:.8f}; n1 per spin = {np.sum(v1[E1 < mu, 0]**2):.5f}")
assert abs(N1-2) > 1e-3
for m_ in (mu, mu2):
    assert E1[1] < m_ < E1[2]
    z = m_+1j*wq
    G = np.linalg.inv(z[:, None, None]*I2-h-lehmann(z, Es, us))
    Nq, Iq = 2*occupations(G).sum(), luttinger(G, -lehmann(z, Es, us, 2))
    ev = np.linalg.eigvalsh(m_*I2-h-lehmann(np.array([m_]), Es, us)[0])
    npos = int((ev > 0).sum())
    assert abs(Nq-N1) < 1e-9 and abs(2*(npos+Iq)-N1) < 1e-9
    print(f"mu = {m_} eV: N quadrature = {Nq:.8f}, n_pos = {npos}, I = {Iq:.8f}")
    print(f"   eigenvalues of mu-h-Sigma(mu) = {ev[0]:.5f}, {ev[1]:.5f} eV")
overlap = (us @ v1.T)**2
opp = (Es[:, None] > mu) != (E1[None, :] > mu)
rate = np.abs(Es[:, None]-mu)+np.abs(E1[None, :]-mu)
sign = np.where(Es[:, None] > mu, -1.0, 1.0)*opp
I_tau = quad(lambda T: T*np.sum(sign*overlap*np.exp(-rate*T)), 0, 60, epsabs=1e-12, limit=200)[0]
assert abs(2*(1+I_tau)-N1) < 1e-9
print(f"I from imaginary-time integral = {I_tau:.8f}")

# any G paired with its own Sigma[G]
z = mu+1j*wq
I00 = luttinger(lehmann(z, E0, v0), -lehmann(z, Es, us, 2))
Es1, us1 = sigma_poles(E1, v1, mu, U)
I11 = luttinger(lehmann(z, E1, v1), -lehmann(z, Es1, us1, 2))
assert abs(I00) < 1e-10 and abs(I11) < 1e-10
print(f"|I[G0,Sigma[G0]]| = {abs(I00):.1e}, |I[G1,Sigma[G1]]| = {abs(I11):.1e}")

# leading order
dN4 = n1**3*n2**3*(n1-n2)*(U[0]-U[1])*(U[0]+U[1])**3/(3*D**4)
coef = [(one_shot(eps, t, U, l)[2]-2)/l**4 for l in (0.05, 0.1)]
extrap = (4*coef[0]-coef[1])/3
assert abs(extrap/dN4-1) < 1e-3 and abs(extrap/(V*V*(Y*Y-X*X)/(3*D**4))-1) < 1e-3
print(f"dN4 formula = {dN4:.6f}; (N-2)/lambda^4 extrapolated = {extrap:.6f}")
print(f"(N-2)/lambda^4 at lambda = 0.05, 0.1: {coef[0]:.6f}, {coef[1]:.6f}")

# particle-hole symmetric cases
Na = one_shot(eps, t, np.array([2.5, 2.5]))[2]
Nb = one_shot(np.array([-1.5, 0.0]), t, U)[2]
assert abs(Na-2) < 1e-11 and abs(Nb-2) < 1e-11
print(f"one-shot N, U1=U2=2.5 eV, same eps: {Na:.10f}")
print(f"one-shot N, eps1=-1.5 eV (n1=n2), same U: {Nb:.10f}")

# exact pole algebra for three iterates against the grid solver
E2, v2 = dyson_poles(h, Es1, us1)
E3, v3 = dyson_poles(h, *sigma_poles(E2, v2, mu, U))
Nex = [N1, number_from_poles(E2, v2, mu), number_from_poles(E3, v3, mu)]
fixed = iterate(eps, t, U, mu, 'full', False)
assert np.allclose(fixed['hist'], Nex, atol=1e-6, rtol=0)
print(f"pole counts of G1, G2, G3 = {len(E1)}, {len(E2)}, {len(E3)}")
print("N of iterates, exact poles =", " ".join(f"{n:.8f}" for n in Nex))
print("N of iterates, grid solver =", " ".join(f"{n:.8f}" for n in fixed['hist']))
edge1 = gap_edges(fit_w(lehmann(mu+1j*wf, E1, v1)), mu)
assert np.allclose(edge1, E1[1:3], atol=1e-3)

full, full2 = iterate(eps, t, U, mu, 'full', True), iterate(eps, t, U, mu2, 'full', True)
ph, pp = iterate(eps, t, U, mu, 'ph', False), iterate(eps, t, U, mu, 'pp', False)
runs = (("sc, h fixed", fixed, mu), ("sc, h updated", full, mu), ("sc, h updated", full2, mu2),
        ("G G0 G0(-tau)", ph, mu), ("G0 G0 G(-tau)", pp, mu))
for name, r, m_ in runs:
    npos = int((r['ev'] > 0).sum())
    assert r['edges'][0] < m_-0.2 and r['edges'][1] > m_+0.2
    assert abs(r['N']-2*(npos+r['I'])) < 1e-6
    print(f"{name}, mu = {m_} eV: N = {r['N']:.7f}, I = {r['I']:.1e}, n_pos = {npos}, {r['its']} its")
    print(f"   edges = {r['edges'][0]:.3f}, {r['edges'][1]:.3f} eV; n1 per spin = {r['n'][0]:.5f}")
for r in (fixed, full, full2, ph):
    assert abs(r['N']-2) < 1e-6 and abs(r['I']) < 1e-6
assert abs(pp['N']-2) > 1e-3
assert np.allclose(full['n'], full2['n'], atol=1e-6)
assert np.allclose(full['edges'], full2['edges'], atol=3e-3)
gap_sc = full['edges'][1]-full['edges'][0]
print(f"sc eigenvalues of mu-h-Sigma(mu) = {full['ev'][0]:.5f}, {full['ev'][1]:.5f} eV")
print(f"sc gap = {gap_sc:.3f} eV = {gap_sc/HARTREE:.4f} hartree")
lo, hi, n1x = exact(eps, t, U)
print(f"exact edges = {lo:.4f}, {hi:.4f} eV; n1 per spin = {n1x:.5f}")
print(f"exact gap = {hi-lo:.4f} eV = {(hi-lo)/HARTREE:.5f} hartree")
print("verified")
```

Output:

```
eps1, eps2 = -3.0, 0.0 eV; t = 1.0 eV; U1, U2 = 4.0, 1.0 eV
mu = 0.0 eV; second mu = 0.3 eV
HF n1, n2 (per spin) = 0.66252, 0.33748
HF h11, h22 = -0.34992, 0.33748 eV
HF eps_a, eps_b = -1.06364, 1.05120 eV
HF gap D = 2.11483 eV = 0.07772 hartree
V, X, Y = 1.11794, -0.32504, -1.09351 eV
removal-energy error ratio, U scaled 0.02 vs 0.01: HF 4.041, one-shot 8.106
Sigma poles P, H = 3.16603, -3.17847 eV
one-shot poles (eV) = -3.89270 -0.92154 1.27812 3.51124
one-shot weights per spin = 0.18424 0.82241 0.90693 0.08643
one-shot gap = 2.1997 eV = 0.08084 hartree
one-shot N from poles = 2.01329158; n1 per spin = 0.58190
mu = 0.0 eV: N quadrature = 2.01329158, n_pos = 1, I = 0.00664579
   eigenvalues of mu-h-Sigma(mu) = -1.43990, 1.11105 eV
mu = 0.3 eV: N quadrature = 2.01329158, n_pos = 1, I = 0.00664579
   eigenvalues of mu-h-Sigma(mu) = -1.09342, 1.47574 eV
I from imaginary-time integral = 0.00664579
|I[G0,Sigma[G0]]| = 2.9e-17, |I[G1,Sigma[G1]]| = 4.8e-18
dN4 formula = 0.022703; (N-2)/lambda^4 extrapolated = 0.022703
(N-2)/lambda^4 at lambda = 0.05, 0.1: 0.022672, 0.022578
one-shot N, U1=U2=2.5 eV, same eps: 2.0000000000
one-shot N, eps1=-1.5 eV (n1=n2), same U: 2.0000000000
pole counts of G1, G2, G3 = 4, 14, 394
N of iterates, exact poles = 2.01329158 1.99678894 2.00134007
N of iterates, grid solver = 2.01329158 1.99678894 2.00134007
sc, h fixed, mu = 0.0 eV: N = 2.0000000, I = 1.6e-11, n_pos = 1, 31 its
   edges = -1.005, 1.212 eV; n1 per spin = 0.60388
sc, h updated, mu = 0.0 eV: N = 2.0000000, I = 2.9e-11, n_pos = 1, 43 its
   edges = -1.039, 1.195 eV; n1 per spin = 0.62925
sc, h updated, mu = 0.3 eV: N = 2.0000000, I = 2.9e-11, n_pos = 1, 43 its
   edges = -1.039, 1.195 eV; n1 per spin = 0.62925
G G0 G0(-tau), mu = 0.0 eV: N = 2.0000000, I = 1.2e-11, n_pos = 1, 29 its
   edges = -0.993, 1.228 eV; n1 per spin = 0.59979
G0 G0 G(-tau), mu = 0.0 eV: N = 2.0316836, I = 1.6e-02, n_pos = 1, 55 its
   edges = -0.836, 1.338 eV; n1 per spin = 0.55609
sc eigenvalues of mu-h-Sigma(mu) = -1.28522, 1.18897 eV
sc gap = 2.234 eV = 0.0821 hartree
exact edges = -0.9608, 1.2635 eV; n1 per spin = 0.60877
exact gap = 2.2243 eV = 0.08174 hartree
verified
```
